Why a positron's Hartree self-repulsion must be removed in two-component calculations

A single positron has no other positron to repel, so its Hamiltonian contains no positron–positron energy. A mean-field or density-functional calculation that builds a Hartree energy from the positron density must therefore cancel that term exactly. The cancellation matters most for trapping: the false energy is large for a localised positron and vanishes for a spread-out one, so it acts directly against binding. In the model vacancy below, the correct binding energy is 2.12 eV and the false self-energy of the same state is 4.35 eV. Once more than 27% of the self-repulsion is kept, the well can no longer hold a whole positron.

**Where the term comes from, and what cancels it**

Equations are in Hartree atomic units (ħ = m = e = 4πε₀ = 1); results are in eV and nm. For electrons at rᵢ and one positron at r_p,

H = H_e + h_p − Σᵢ 1/|rᵢ − r_p|,  h_p = −½∇² + V_p.

H_e contains the electron–electron repulsion. Nothing in H repels the positron from itself. In a product of an electron state and a positron orbital ψ, with densities n₋ and n₊ = |ψ|², the expectation value is

⟨H⟩ = ⟨H_e⟩ + ⟨h_p⟩ − ∬ n₋(r) n₊(r′)/|r−r′|.

The unwanted term appears when the positron density is treated like that of a many-particle system and given the energy

E_H = ½ ∬ n₊(r) n₊(r′)/|r−r′|.

For one particle the exact functional of the positrons alone is the kinetic energy. Writing it as kinetic energy + E_H + E_xc therefore forces E_xc = −E_H. Fock exchange does this: for one occupied orbital it is

E_x = −½ ∬ |ψ(r)|² |ψ(r′)|²/|r−r′| = −E_H,

and there is no positron–positron correlation left to add.

The electrons do feel the positron's potential φ₊(r) = ∫ n₊(r′)/|r−r′|. If a program forms one electrostatic potential Φ from all charges, the electrons take −Φ, but the positron must take Φ − φ₊.

The cancellation removes only self-interaction. Two positrons of opposite spin in the same orbital have density 2n₊. Their Hartree energy is 4E_H and their exchange energy is −2E_H. The remaining 2E_H = ∬ n₊n₊′/|r−r′| is their true mutual repulsion in mean field.

A two-particle case shows the size of the error. Put one electron and one positron in a one-dimensional harmonic trap with quantum 8.16 eV, attracting each other by −1/√(x²+1), where x is their separation in units of the softening length, 0.053 nm. Diagonalising the two-particle Hamiltonian on a grid gives −10.80 eV. Self-consistent mean field gives −10.04 eV without the self term and −0.89 eV with it. The first is 0.77 eV above the two-particle energy, because a product state lacks electron–positron correlation. The second is 9.92 eV above it. The grid is fairly coarse: converged energies lie 0.02–0.03 eV higher, while the two differences change by no more than about 0.01 eV.

**The model vacancy**

Let the positron move in a spherical well of depth V₀ = 8 eV and radius R = 0.17 nm, with zero potential outside. The well stands for the host's electrostatic attraction and for electron–positron correlation, both held fixed. Zero energy is a delocalised positron.

For the lowest state, rψ is sin kr inside and proportional to e^(−κr) outside, with k² = 2(V₀+E) and κ² = −2E. Matching value and slope at R gives

k cot kR = −κ.

The solution is E = −2.12 eV, with 68% of the density inside R. At the threshold of binding κ = 0, so kR = π/2, and the least depth is

V_min = π²/(8R²) = 3.25 eV.

The correct state is thus safely bound. Its density gives E_H = 4.35 eV. Adding this without letting the orbital relax gives −2.12 + 4.35 ≈ 2.2 eV, above the delocalised state. This is an upper bound on the relaxed energy, so it does not yet settle whether binding survives.

**Why the error does not drop out of the binding energy**

A positron spread over a region of size D has a self-energy of order 1/D, which vanishes as D grows. The trapped positron keeps its full penalty, and the difference of the two energies contains it.

The same holds in a periodic cubic cell of edge L with a neutralising background. There the interaction of two points at separation d is 1/d + g(d), where g comes from the images and the background. Near d = 0 it obeys ∇²g = 4π/L³, so by cubic symmetry

g(d) = −α/L + 2πd²/(3L³) + harmonic terms of higher angular order,  α = 2.837.

For a spherical density well inside the cell the harmonic terms average to zero. Since ⟨|r−r′|²⟩ = 2⟨r²⟩ about the centre, half the average of the interaction is

E_cell = E_H − α/(2L) + 2π⟨r²⟩/(3L³).

For the unrelaxed density this is 2.70, 3.09 and 3.50 eV at L = 1.2, 1.6 and 2.4 nm. A uniform positron density is cancelled by the background and has zero self-energy. A small cell therefore hides part of the error, and enlarging the cell brings it out.

**Keeping a fraction of the self-repulsion**

Let a fraction s of E_H remain, and minimise over normalised orbitals:

e(s) = min { ⟨T+V⟩ + s E_H }.

Varying ψ gives the orbital equation

(−½∇² + V + sφ₊) ψ = εψ.

Multiply by ψ* and integrate. Because ∫n₊φ₊ = 2E_H, we have ε = ⟨T+V⟩ + 2sE_H, hence

ε = e + sE_H.

At a minimum the change of the orbital does not contribute to first order, so

de/ds = E_H > 0.

Any retained fraction weakens binding. Minimising on a radial grid gives (the grid lowers the values by about 0.001–0.002 eV, which can move the last digit):

s = 0.05: e = −1.91 eV, ε = −1.69 eV
s = 0.10: e = −1.70 eV, ε = −1.28 eV
s = 0.15: e = −1.49 eV, ε = −0.88 eV
s = 0.20: e = −1.29 eV, ε = −0.50 eV

Between s = 0.10 and 0.20 the energy rises by 0.41 eV, a slope of 4.1 eV. This agrees with E_H = 4.08 eV at s = 0.15. The slope is below the initial 4.35 eV because the orbital has spread to reduce its self-repulsion.

The orbital energy ε reaches zero at s_c = 0.27, while e is still −1.02 eV. To see what this means, consider the full self-repulsion acting on a density of total charge N. Write the orbital as √N times a normalised one. Then ⟨T+V⟩ scales as N and the self-energy as N², so the lowest energy is

E(N) = min { N⟨T+V⟩ + N²E_H } = N e(N).

Here e(N) is the earlier function evaluated at s = N. Its derivative is

dE/dN = e + N de/ds = e + N E_H = ε(N).

So ε is the energy needed to add charge to the well. If it is positive, the energy falls when charge leaves.

This can be made strict. As functionals of the density n, the kinetic energy ∫|∇n|²/(8n) is convex, the well energy is linear, and the Hartree energy is strictly convex because its Fourier kernel 4π/q² is positive. Hence E(N) is convex, and the point of zero slope, N = s_c, is its minimum.

For N > s_c the excess charge can be spread out far away at vanishing cost, so the infimum stays at E(s_c). No density of charge N attains it. If one did, its average with the minimising density at s_c would, by strict convexity, have an energy below E(s_c), which is impossible. By the scaling above, a normalised positron with retained fraction s > s_c has no bound ground state.

**What full self-repulsion does**

At s = 1 the functional prefers to split the positron. In infinite space 27% of it stays bound to the well (about 16% inside R, the rest in the tail) and 73% leaves. The limiting energy is

s_c e(s_c) = 0.270 × (−1.017 eV) = −0.27 eV.

Minimising at s = 1 inside hard-walled spheres centred on the well shows the approach to this limit:

radius 3 nm: charge within 1 nm = 0.320, e = 0.09 eV
radius 6 nm: charge within 1 nm = 0.286, e = −0.11 eV
radius 12 nm: charge within 1 nm = 0.277, e = −0.20 eV

"Destroyed binding" thus has a precise meaning: the bound state of one whole positron is gone, although a fraction of the density remains and the total energy can still be slightly negative. A slightly negative energy is then no evidence of a trapped positron. The splitting is an artefact of letting one particle's density repel itself. The true Hamiltonian assigns no energy gain to it.

With R fixed, the well would have to be 18.1 eV deep to hold the whole self-repelling positron, against 3.25 eV for the correct one.

A large void behaves differently. At s_c we have ε = 0, so s_cE_H = −e. Since T ≥ 0 and V ≥ −V₀, also s_cE_H ≤ e + V₀. Together these give e(s_c) ≥ −V₀/2. Now take a trial density of fixed shape that fits inside the well and scales with R. It gives

e(1) ≤ −V₀ + t/R² + c/R,

where t and c are constants of the shape. For large R the right side lies below −V₀/2. As e increases with s, s_c must then exceed 1. A wide enough flat well of fixed depth therefore keeps the whole positron even with the error, and the binding energy is merely too small. At V₀ = 8 eV the threshold rises quickly with the radius: s_c is 0.64 at R = 0.25 nm and 1.09 at R = 0.35 nm. This is a statement about the model: in a real large void the attraction is concentrated near the inner surface, where the positron can be trapped, and a flat well no longer describes it.

**Why approximate cancellation is not enough**

Local spin-density exchange might seem a sufficient remedy. For a fully polarised density it is

E_x = −(3/4)(6/π)^(1/3) ∫ n₊^(4/3).

For the correct orbital this is −3.72 eV, or 85% of E_H in magnitude, leaving 0.63 eV of false repulsion. The potential fares worse. Its average is 2E_H from the Hartree part and (4/3)E_x from exchange, since E_x varies as the 4/3 power of the density. To first order the orbital energy becomes

ε ≈ −2.12 + 2(4.35) + (4/3)(−3.72) ≈ 1.6 eV.

A positive value signals that the whole positron may not stay, though this estimate does not include relaxation. Relaxing the orbital within spherical symmetry lowers ε but leaves it positive: 0.54 eV in a hard-walled sphere of radius 3 nm and 0.22 eV at 6 nm, with 0.84 and 0.79 of the charge within 1 nm. As a function of the charge N on the well, ε changes sign between N = 0.7 and 0.85. Far away the exchange potential decays exponentially with the density, while φ₊ falls as 1/r, so the long-range repulsion is untouched.

**When the electrons respond**

In a metal the electrons screen the positron, and this can disguise the error. In linear response the positron density sets up a screened potential ∫Wn₊′ instead of the bare ∫vn₊′, with v = 1/r. The induced electrons supply the difference, W − v. Half of their interaction energy with the positron is spent on deforming the electron gas, which leaves

E_resp = −½ ∬ n₊ (v − W) n₊′.

If the self term is wrongly kept, the sum is

E_H + E_resp = +½ ∬ n₊ W n₊′,

a weak repulsion. If it is removed, E_resp alone remains, and it is attractive. For equal densities and equal electron response the two treatments still differ by the bare E_H. Screening does not reduce the error; it adds a real attraction that offsets it.

In the Thomas–Fermi approximation W = e^(−qr)/r with q² = 4k_F/π. For aluminium, with three free electrons per atom, four atoms per cubic cell and a cell edge of roughly 0.41 nm, 1/q = 0.049 nm. Minimising with the screened self-repulsion gives e ≈ −1.7 eV and ε ≈ −1.3 eV. The whole positron stays bound, and the result looks reasonable, but it contains a false repulsion.

**Comparison with a real vacancy**

The well's radius is close to that of a sphere with the volume of one aluminium atom, 0.16 nm. Its depth is chosen, not derived from the metal, and the binding energy depends strongly on it, so 2.12 eV is not a prediction for aluminium. Among the neglected effects estimated here, the electron response is the largest: for the correct density E_resp is −3.9 eV. This should not simply be added to −2.12 eV: it overlaps with the correlation already in the well, and uniform screening is doubtful inside a vacancy, where electrons are scarce. The positron's effective mass in a metal, which includes the effects of phonons and electron correlation, is roughly 1.5 electron masses. Using it everywhere with the well unchanged would move the correct energy from −2.1 to about −3.4 eV; this only indicates the sensitivity, since such a mass describes slow motion through the perfect crystal. The thermal energy at 300 K, 0.026 eV, and the annihilation width for a rough lifetime of 0.25 ns, 2.6 × 10⁻⁶ eV, are negligible here. The quoted energies thus belong to the model, while the absence of a positron self-repulsion follows from the Hamiltonian itself.
